# How much chlorine fine structure lowers a metal-chlorine homolysis energy

## Question

An electronic-structure calculation without spin-orbit coupling gives 478.2 kJ/mol for the removal of one chlorine atom from the deposition precursor aluminium chloride,

$$
\mathrm{AlCl_3\rightarrow AlCl_2+Cl}.
$$

The ground term of a free chlorine atom is split into two fine-structure levels, 882 cm$^{-1}$ apart. By how much does this splitting change the calculated energy, and how does the change scale with the number of atoms released, with the splitting and with temperature?

## Answer

### Where the atom enters

For a chloride $\mathrm{MCl}_n$, define the electronic homolysis energy as products minus reactant:

$$
D=E(\mathrm{MCl}_{n-1})+E(\mathrm{Cl})-E(\mathrm{MCl}_n).
$$

The energy of the free atom has coefficient $+1$. Anything that lowers the atom by some amount lowers $D$ by the same amount, provided that the two molecular energies stay put. That proviso is adopted now and examined later.

The task is therefore to find where the spin-orbit-free energy of chlorine lies relative to its true lowest level. It need not lie at either of the two levels, so the full splitting cannot simply be subtracted.

### The levels of one p electron

Chlorine has the valence configuration $3p^5$. It is easiest to begin with one p electron and the effective one-electron operator

$$
h=\zeta\,\mathbf l\cdot\mathbf s,\qquad \zeta>0,
$$

where $\mathbf l$ and $\mathbf s$ are the orbital and spin angular momenta in units of $\hbar$, and $\zeta$ is an energy. With $\mathbf j=\mathbf l+\mathbf s$, squaring gives $\mathbf j^2=\mathbf l^2+\mathbf s^2+2\,\mathbf l\cdot\mathbf s$, because $\mathbf l$ and $\mathbf s$ commute. Hence

$$
\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-l(l+1)-s(s+1)\right].
$$

For $l=1$ and $s=1/2$, the last two terms are $2$ and $3/4$. The two possible values of $j$ give

$$
\varepsilon_{3/2}=\frac{\zeta}{2}\left(\frac{15}{4}-\frac{11}{4}\right)=\frac{\zeta}{2},
\qquad
\varepsilon_{1/2}=\frac{\zeta}{2}\left(\frac34-\frac{11}{4}\right)=-\zeta .
$$

There are $2j+1$ states in each level: four at $\zeta/2$ and two at $-\zeta$. Their sum is $4(\zeta/2)-2\zeta=0$.

### Five electrons: the order is inverted

Now fill five of these six spin-orbitals. For a one-electron operator, the energy of a determinant built from its eigenstates is the sum of the occupied eigenvalues. This equals the sum over the full shell minus the eigenvalue of the empty spin-orbital:

$$
E=\sum_{\text{all six}}\varepsilon-\varepsilon_{\text{empty}}=-\varepsilon_{\text{empty}}.
$$

A full shell has total angular momentum zero, so the five electrons have $J$ equal to the $j$ of the hole. Therefore

$$
E_{J=3/2}=-\frac{\zeta}{2}\quad(\text{four states}),\qquad
E_{J=1/2}=+\zeta\quad(\text{two states}).
$$

The $J=3/2$ level is now the lower one. The splitting is

$$
\Delta=E_{1/2}-E_{3/2}=\frac{3\zeta}{2},
$$

so that $\zeta=2\Delta/3$ and

$$
E_{3/2}=-\frac{\Delta}{3},\qquad E_{1/2}=+\frac{2\Delta}{3}.
$$

For $\Delta=882$ cm$^{-1}$, $\zeta=588$ cm$^{-1}$, and the levels are at $-294$ and $+588$ cm$^{-1}$.

### Why the zero is the spin-orbit-free energy

Without spin-orbit coupling, the six states of the $^2P$ term share one energy $E_0$. To first order, the coupling adds a $6\times6$ matrix within this term, and the levels just found are its eigenvalues. Since the trace is zero, the degeneracy-weighted mean remains at $E_0$:

$$
\frac{4(-\Delta/3)+2(2\Delta/3)}{6}=0.
$$

The same conclusion holds for the single determinant that an ordinary calculation produces. Its orbitals can be taken real. The operator $\mathbf l=-i\,\mathbf r\times\nabla$ is $-i$ times a real operator, so $\langle f|\mathbf l|f\rangle$ is imaginary for a real orbital $f$. But $\mathbf l$ is Hermitian, so this expectation value must also be real. It is therefore zero, and so is the spin-orbit expectation value of the determinant.

If its closed shells are spherical and its 3p orbitals share one radial form, such a determinant is a pure $^2P$ state and a mixture of the two levels. If $w$ is its weight in $J=3/2$, then

$$
-\frac{w\Delta}{3}+\frac{2(1-w)\Delta}{3}=0
\quad\Rightarrow\quad w=\frac23 .
$$

The determinant thus describes an atom with one third of its weight in the upper level. Allowing it to settle into the lower level releases $\Delta/3$.

An unrestricted calculation also lets the orbitals adjust to the direction of the hole, so its determinant is only approximately a $^2P$ state. The effect is not small: at the unrestricted Hartree-Fock level in the def2-SVP basis, a hole in a real p orbital lies 7.7 kJ/mol below a hole in a complex $m_l=\pm1$ orbital, although the two should be degenerate. The resulting error belongs to the approximate treatment of the electrons, not to the fine structure, and subtracting $\Delta/3$ does not remove it.

### The size of the correction

For release of a chlorine atom in its lowest level,

$$
D_{\text{corrected}}=D_{\text{free}}-\frac{\Delta}{3},
$$

where "free" means free of spin-orbit coupling. One cm$^{-1}$ per particle is $N_Ahc\times1$ cm$^{-1}=0.0119627$ kJ/mol, so

$$
\frac{\Delta}{3}=294\times0.0119627\ \text{kJ/mol}=3.517\ \text{kJ/mol},
$$

or 0.0365 eV per atom. The full splitting is 10.55 kJ/mol, and subtracting it would overcorrect by a factor of three.

If the atom is instead released in its upper level, the shift relative to $D_{\text{free}}$ is $+588$ cm$^{-1}$, or $+7.03$ kJ/mol. The sign of the correction depends on the product state.

### Scaling with the number and kind of atoms

When $m$ separate chlorine atoms are released, their energies add:

$$
\delta D_m=-\frac{m\Delta}{3}.
$$

Two atoms give $-7.03$ kJ/mol, again if the remaining metal fragment has no first-order shift. A reaction that turns the chloride into HCl or $\mathrm{Cl_2}$ releases no free atom, and this correction does not enter. When an atom is captured, as in the reverse reaction, the energy released is reduced by $\Delta/3$.

Complete atomization of $\mathrm{AlCl_3}$ shows what happens when the metal product has its own fine structure. Aluminium has one p electron, so its lowest level is at $-\zeta_{\mathrm{Al}}=-2\Delta_{\mathrm{Al}}/3$, by the one-electron result above. The total shift is

$$
\delta D_{\text{atomization}}=-3\,\frac{\Delta}{3}-\frac{2\Delta_{\mathrm{Al}}}{3}
=-\Delta-\frac{2\Delta_{\mathrm{Al}}}{3}.
$$

The fractions differ because the more numerous $j=3/2$ states lie lower in chlorine and higher in aluminium. The mean is always closer to the level with more states.

Within the first-order model, the correction is linear in the splitting. The same $p^5$ formula applies to another halogen with its own $\Delta$, but second-order effects grow as $\zeta^2$ at fixed orbital gaps, so their neglect becomes less safe for heavier atoms.

### The aluminium chloride example

The geometries of planar $\mathrm{AlCl_3}$ and bent $\mathrm{AlCl_2}$ were optimized with unrestricted Hartree-Fock theory (UHF) in the def2-SVP basis. The Al-Cl distances are 2.080 and 2.110 Å, and the angle in $\mathrm{AlCl_2}$ is 118.2°. Second-order perturbation theory (UMP2), with the inner shells frozen, then gives

$$
\begin{aligned}
D_{\text{free}}&=(-1160.970947-459.428241+1620.581326)\ \text{hartree}\\
&=0.182138\ \text{hartree}=478.2\ \text{kJ/mol}.
\end{aligned}
$$

The corrected value is

$$
D_{\text{corrected}}=478.2-3.5=474.7\ \text{kJ/mol}=4.920\ \text{eV}.
$$

This is a computed reference level. It leaves out vibrational zero-point energy, scalar relativity, a larger basis and higher correlation. UHF at the same geometries gives 383.1 kJ/mol, which is 95.1 kJ/mol below UMP2. That difference is 27 times the fine-structure correction. The basis is not converged either: def2-TZVP at the same geometries raises the UMP2 value by about 17 kJ/mol, to about 495 kJ/mol, a shift five times the correction. Applying the correction removes a known systematic shift, but it does not make this small-basis energy accurate to a few kJ/mol.

### How large are the neglected molecular shifts?

For a molecule without orbital degeneracy and with real orbitals, the argument used for the atomic determinant removes the first-order shift. In $\mathrm{AlCl_3}$ all electrons are paired. In $\mathrm{AlCl_2}$ the unpaired electron occupies a nondegenerate orbital; spin alone leaves two states, but the matrix elements between them also contain $\langle f|\mathbf l|f\rangle=0$.

The next contribution is of second order. Let $h_{pq}$ be the spin-orbit matrix element between spin-orbitals $p$ and $q$, with energies $\varepsilon_p$ and $\varepsilon_q$. Ordinary perturbation theory shifts an occupied orbital energy by

$$
\delta\varepsilon_i=\sum_{p\ne i}\frac{|h_{pi}|^2}{\varepsilon_i-\varepsilon_p}.
$$

Sum this over all occupied $i$. If $p$ is also occupied, the pair appears twice with opposite denominators and cancels. Degenerate occupied orbitals, for which the denominator would vanish, must first be mixed among themselves; this leaves the sum of their energies unchanged, because the trace of a matrix does not depend on the basis and the diagonal elements of $h$ are zero for real orbitals. The remaining terms connect occupied $i$ with empty $a$:

$$
E^{(2)}=-\sum_{i,a}\frac{|h_{ai}|^2}{\varepsilon_a-\varepsilon_i}.
$$

For the free atom, couplings within the 3p shell are omitted, because the first-order treatment has already dealt with them. With a mean-field spin-orbit operator on each atom, the estimates are $-54.84$ cm$^{-1}$ for $\mathrm{AlCl_3}$, $-37.14$ cm$^{-1}$ for $\mathrm{AlCl_2}$ and $-16.84$ cm$^{-1}$ for Cl. Their effect on the homolysis energy is

$$
\delta D^{(2)}=-37.14-16.84+54.84=0.86\ \text{cm}^{-1},
$$

or 0.010 kJ/mol. The individual shifts are not that small: the one for $\mathrm{AlCl_3}$ is 0.66 kJ/mol in magnitude. They nearly cancel. Per chlorine atom they are 18.3, 18.6 and 16.8 cm$^{-1}$ in magnitude, which suggests that most of each shift is local to chlorine and survives bond breaking. About three quarters of each sum comes from excitations out of inner-shell orbitals, which fits this reading, but it remains a conjecture, since the sums were not divided by atom. The contracted basis has little flexibility in the core, and the basis dependence of the individual shifts was not tested.

The tiny remainder should not be taken literally. The estimate uses unrelaxed Hartree-Fock gaps and omits spin-orbit terms between atoms. Letting the orbitals relax self-consistently enlarges the three shifts by 18 to 24%, all in the same direction, to $-67.5$, $-45.9$ and $-19.8$ cm$^{-1}$; the remainder doubles to about 1.8 cm$^{-1}$, or 0.02 kJ/mol. Suppose that each of the three shifts were wrong by 25%, with signs chosen to add. The error in $D$ would be $0.25\times108.8=27.2$ cm$^{-1}$, or 0.33 kJ/mol. The 25% is an assumed figure, not a bound; with it, the neglected part would be about one tenth of the atomic correction.

The operator itself can be judged by the atomic splitting it predicts. In a large basis of s and p functions it gives 788 cm$^{-1}$, which is 11% below the input of 882 cm$^{-1}$; in def2-SVP it gives 783 cm$^{-1}$. The calculation spreads five electrons evenly over the three p orbitals and omits correlation. Adding tighter p functions moves the value only to 791 cm$^{-1}$. Orbitals averaged over the actual $p^5$ states, with the spin-orbit field seen by the hole, give 824 cm$^{-1}$, so the even spreading accounts for about a third of the deficit; the rest was not analysed. Using 788 cm$^{-1}$ would give a correction of 3.14 kJ/mol, so the known splitting is the better input.

### Temperature: energy

The value $-\Delta/3$ applies when every released atom is in the lower level. At temperature $T$, define $x=\Delta/(k_BT)$. The four lower states have relative Boltzmann weight 1 and the two upper states have weight $e^{-x}$, so the upper-level population is

$$
p=\frac{2e^{-x}}{4+2e^{-x}}.
$$

Each atom promoted to the upper level regains $\Delta$. The shift of the mean electronic energy is therefore

$$
\delta U=-\frac{\Delta}{3}+p\Delta .
$$

The same shift enters the reaction enthalpy, because the translational energy and the $pV$ term of the atom are unchanged.

At 298.15 K, $k_BT=207.2$ cm$^{-1}$ and $p=0.70\%$, which gives $\delta U=-3.44$ kJ/mol. At 573.15 K, a rough deposition temperature, $k_BT=398.4$ cm$^{-1}$ and $p=5.18\%$. Then

$$
\delta U=-294+0.0518\times882=-248\ \text{cm}^{-1},
$$

or $-2.97$ kJ/mol. Using the 0 K value of 3.52 kJ/mol for the enthalpy at this temperature would overstate the lowering by 0.55 kJ/mol.

### Temperature: free energy and equilibrium

The free-energy correction departs further from its 0 K value than the energy correction does, because fine structure also alters the number of accessible states. Measured from the mean level, the electronic partition function is

$$
q=4e^{\Delta/(3k_BT)}+2e^{-2\Delta/(3k_BT)}
=e^{x/3}\left(4+2e^{-x}\right).
$$

A spin-orbit-free $^2P$ atom has six states at zero, so $q_0=6$. The difference of $-k_BT\ln q$ and $-k_BT\ln q_0$ is

$$
\delta F=-\frac{\Delta}{3}-k_BT\ln\frac{4+2e^{-x}}{6}.
$$

When $k_BT\ll\Delta$, this becomes $-\Delta/3+k_BT\ln(3/2)$. The positive term is the entropy cost of having four accessible states where the reference has six.

At high temperature, the exponentials can be expanded. The mean level energy is zero, and its mean square is

$$
\frac{4(\Delta/3)^2+2(2\Delta/3)^2}{6}=\frac{2\Delta^2}{9}.
$$

Hence $q/6\simeq1+\Delta^2/(9k_B^2T^2)$, and

$$
\delta F\simeq-\frac{\Delta^2}{9k_BT}\qquad(k_BT\gg\Delta).
$$

The correction disappears as all six states become equally accessible. It is then quadratic in $\Delta$, in contrast to the linear shift at 0 K.

At 298.15 K the full formula gives $\delta F=-2.53$ kJ/mol. At 573.15 K it gives $-1.84$ kJ/mol, about half the 0 K value. With everything else held fixed, the equilibrium constant for releasing one atom is multiplied by $e^{-\delta F/(k_BT)}$, which is 2.774 at the lower temperature and 1.471 at the higher.

These factors assume that the reference counted all six states. If a thermochemical calculation gives the atom only its spin degeneracy of 2, then $q_0=2$, and a further term is needed:

$$
-k_BT\ln\frac q2=-k_BT\ln\frac q6-k_BT\ln3 .
$$

At 573.15 K the last term is $-5.24$ kJ/mol, larger than the 0 K fine-structure correction. The total becomes $-1.84-5.24=-7.08$ kJ/mol. The energy zero and the degeneracy must therefore be chosen together: one may use the mean level with $q$ above, or the lowest level with $4+2e^{-x}$. Lowering the energy by $\Delta/3$ while retaining six equal states would count the atom too favourably.

### What this means for deposition and etching

The example concerns an isolated monomer and a free atom. Aluminium chloride vapour can also contain the dimer $\mathrm{Al_2Cl_6}$, and a surface reaction may remove chlorine as HCl. Those changes alter the reaction energy itself, by amounts not calculated here. For the isolated molecule at 573.15 K, $k_BT$ corresponds to 4.77 kJ/mol, so $D_{\text{corrected}}/(k_BT)$ is about 100. The Boltzmann factor for homolysis is extremely small, and multiplying it by 1.471 does not make this a significant thermal route.

The correction matters more directly in an energy balance that contains free chlorine atoms, such as one for a chlorine plasma used in etching. There the level populations need not follow the gas temperature. An atom known to be in the lower level carries $-\Delta/3$, and one in the upper level carries $+2\Delta/3$; the thermal formulas apply only if the two levels are equilibrated.

The estimate should not be added to a calculation that already includes spin-orbit coupling in the atom. A scalar-relativistic calculation still needs it, since that treatment leaves the $^2P$ term unsplit. For a chloride of a heavy metal, or one whose fragment has an orbitally degenerate ground state, the metal-containing species need their own spin-orbit calculation. Their shifts may then rival or exceed the chlorine term.

The computed values of the main example are in the numerical output below.

## Table of computed values

```
Input Cl splitting Delta: 882 cm^-1
Spin-orbit constant zeta: 588 cm^-1
Ground level relative to mean: -294 cm^-1
Upper level relative to mean: 588 cm^-1
Conversion of 1 cm^-1: 0.0119627 kJ/mol
Lowering per Cl atom: 3.517 kJ/mol
Lowering per Cl atom: 0.0365 eV
Full splitting: 10.55 kJ/mol
Mean-field Cl splitting, large s,p basis: 788 cm^-1
Mean-field Cl splitting, def2-SVP: 783 cm^-1
AlCl3 bond length, UHF: 2.080 angstrom
AlCl2 bond length, UHF: 2.110 angstrom
AlCl2 bond angle, UHF: 118.2 degrees
AlCl2 spin square, UHF: 0.753 (hbar^2)
AlCl3 UHF energy: -1620.134987 hartree
AlCl3 UMP2 energy: -1620.581326 hartree
AlCl2 UHF energy: -1160.669754 hartree
AlCl2 UMP2 energy: -1160.970947 hartree
Cl UHF energy: -459.319303 hartree
Cl UMP2 energy: -459.428241 hartree
Homolysis energy, UHF: 383.1 kJ/mol
Homolysis energy, UMP2: 478.2 kJ/mol
UMP2 minus UHF homolysis energy: 95.1 kJ/mol
Corrected UMP2 homolysis energy: 474.7 kJ/mol
Corrected UMP2 homolysis energy: 4.920 eV
AlCl3 second-order shift: -54.84 cm^-1
AlCl2 second-order shift: -37.14 cm^-1
Cl second-order shift: -16.84 cm^-1
Neglected second-order change in D: 0.010 kJ/mol
At 298.15 K, k_B T: 207.2 cm^-1
  upper-level population: 0.70 %
  mean-energy shift: -3.44 kJ/mol
  free-energy shift, six-fold reference: -2.53 kJ/mol
  equilibrium-constant factor: 2.774 (no unit)
  extra shift if only spin counted: -2.72 kJ/mol
At 573.15 K, k_B T: 398.4 cm^-1
  upper-level population: 5.18 %
  mean-energy shift: -2.97 kJ/mol
  free-energy shift, six-fold reference: -1.84 kJ/mol
  equilibrium-constant factor: 1.471 (no unit)
  extra shift if only spin counted: -5.24 kJ/mol
```
